# When a photoelectron intensity ratio fits two film thicknesses, part 1

(Sections cited here and not found follow in the second part.)

## First half: the intensity ratio and a line from the substrate alone

### One ratio, two films

A film on a substrate is examined by photoemission at normal emission. One line, B, comes from an element found in the film alone. A second line, A, serves as the reference. The intensity ratio B to A is 0.2600. In the model developed below, a film of 2.559 nm gives this ratio, and so does a film of 7.098 nm.

The two lines have different attenuation lengths in the film, 1.5 nm for B and 3.0 nm for A. It is tempting to blame this difference for the double answer, but by itself it cannot produce one. If line A comes from the substrate alone, every positive ratio fits one thickness, whatever the two attenuation lengths are. The double answer needs a further ingredient: the film must emit line A too, and strongly enough. This first half derives the ratio and treats the pure substrate line. The second half finds the exact condition for two solutions.

### The model

The film has uniform composition and thickness $d$. It lies on a flat substrate so deep that no electron from its far side matters, and the interface is sharp. Electrons are collected at an angle $\theta$ from the surface normal, with $0\le\theta<90^\circ$.

An electron is counted in its line if it leaves the solid without losing energy. We assume that it travels in a straight line, and that the counted current falls by the fraction $ds/L$ over each path element $ds$. The current then obeys $dI/ds=-I/L$, so it decays as $e^{-s/L}$. The attenuation length $L$ depends on the electron's kinetic energy and on the material. Three such lengths are needed:

- $L_B$, for line B in the film;
- $L_A$, for line A in the film;
- $L_A'$, for line A in the substrate.

A prime marks a substrate quantity throughout. The emitter densities are $n_B$ and $n_A$ in the film and $n_A'$ in the substrate. The substrate contains no B.

The sensitivities $S_B$ and $S_A$ collect the photon flux, the photoionization cross-section, the analysed area and the analyser transmission. We take the photon flux as constant over the depth from which electrons escape, and $S_A$ as the same in both materials. When the sample is tilted, the analysed area may change, but it must change equally for both lines, so that $S_B/S_A$ stays fixed. Backgrounds are taken as already removed.

Lengths are given in nanometres, the natural unit for these films.

### The three contributions

An electron created at depth $z$ and leaving at angle $\theta$ covers the path $z/\cos\theta$. A film slice of thickness $dz$ therefore adds $S_B n_B e^{-z/(L_B\cos\theta)}\,dz$ to line B. Integration over the film gives

$$
I_B=S_B n_B\int_0^d e^{-z/(L_B\cos\theta)}\,dz
=S_B n_B L_B\cos\theta\left[1-e^{-d/(L_B\cos\theta)}\right].
$$

The factor $L_B\cos\theta$ comes from integrating the exponential. It is the depth from which the line effectively originates when the film is thick.

For line A from the substrate, let $z'$ be the depth below the interface. The electron first covers $z'/\cos\theta$ in the substrate and then $d/\cos\theta$ in the film. The two attenuation factors multiply, and the second does not depend on $z'$:

$$
I_A^{\rm sub}=S_A n_A' e^{-d/(L_A\cos\theta)}
\int_0^\infty e^{-z'/(L_A'\cos\theta)}\,dz'
=S_A n_A' L_A'\cos\theta\;e^{-d/(L_A\cos\theta)} .
$$

Two different lengths appear here. The substrate length $L_A'$ fixes how much signal arrives at the interface, and the film length $L_A$ fixes how much of it crosses the film.

If the film contains the emitter of line A, it adds a third contribution, found in the same way as $I_B$:

$$
I_A^{\rm film}=S_A n_A L_A\cos\theta\left[1-e^{-d/(L_A\cos\theta)}\right].
$$

We suppose that the spectrum does not separate the two A contributions, so the measured intensity is their sum.

### Dimensionless form

Measure the slanted thickness in units of $L_B$, and let $k$ compare the two attenuation lengths in the film:

$$
x=\frac{d}{L_B\cos\theta},\qquad k=\frac{L_B}{L_A}.
$$

The exponent for line A is then

$$
\frac{d}{L_A\cos\theta}=\frac{L_B}{L_A}\,\frac{d}{L_B\cos\theta}=kx .
$$

The measured ratio is $R=I_B/(I_A^{\rm sub}+I_A^{\rm film})$. Divide its numerator and its denominator by the bare-substrate intensity $S_A n_A' L_A'\cos\theta$. The factor $\cos\theta$ cancels in every prefactor, and

$$
R=R_\infty\,\frac{1-e^{-x}}{e^{-kx}+c\,(1-e^{-kx})},
$$

with the two constants

$$
R_\infty=\frac{S_B n_B L_B}{S_A n_A' L_A'},\qquad
c=\frac{n_A L_A}{n_A' L_A'} .
$$

Here $R_\infty$ is the B intensity of a very thick film divided by the A intensity of the bare substrate. These are two separate samples, measured at the same angle and under the same conditions. It is not, in general, the ratio measured on one thick film: as $x\to\infty$ the formula gives $R\to R_\infty/c$ when $c>0$. The constant $c$ is the A intensity of a very thick film divided by that of the bare substrate.

With $r=R/R_\infty$, and with the terms in $e^{-kx}$ collected, the thickness equation is

$$
r=f(x)=\frac{1-e^{-x}}{c+(1-c)e^{-kx}} .
$$

Once $x$ is known, the thickness follows from $d=xL_B\cos\theta$.

### The clean substrate line

A line A that comes from the substrate alone has $n_A=0$ and hence $c=0$. We call it a clean line. The equation becomes

$$
r=e^{kx}\left(1-e^{-x}\right)=e^{kx}-e^{(k-1)x} .
$$

Differentiate the second form and take out $e^{kx}$:

$$
\frac{dr}{dx}=k e^{kx}-(k-1)e^{(k-1)x}
=e^{kx}\left[k-(k-1)e^{-x}\right]
=e^{kx}\left[k\left(1-e^{-x}\right)+e^{-x}\right].
$$

For $x\ge0$ and $k>0$ the first term in the last bracket is not negative and the second is positive. The ratio therefore rises strictly. It starts at $r=0$ for $x=0$, and it grows without bound because $e^{kx}$ does, while $1-e^{-x}$ tends to one. A continuous, strictly rising function that runs from zero to infinity takes each positive value once. The thickness equation of a clean line has exactly one solution for every $r>0$.

The physical reason is simpler than the algebra. A thicker film emits more B electrons and lets fewer substrate electrons through. The numerator rises and the denominator falls, so their ratio must rise. This argument does not need exponential attenuation. It holds in any model in which the two intensities change in these directions.

### Thin and thick limits

For a thin film, expand both factors to second order in $x$:

$$
r=\left(1+kx+\dots\right)\left(x-\tfrac12x^2+\dots\right)
=x+\left(k-\tfrac12\right)x^2+\dots
$$

To leading order $x=r$, so $d\approx rL_B\cos\theta$. The length $L_A$ drops out, because a very thin film hardly weakens the substrate line.

For a thick film, take the logarithm of the product form:

$$
\ln r=kx+\ln\left(1-e^{-x}\right).
$$

When $x$ is large the last term is close to $-e^{-x}$ and can be dropped. Then $x\approx(\ln r)/k$. Because $L_B/k=L_A$, this means $d\approx L_A\cos\theta\,\ln r$. The B signal has saturated, and the thickness is read from the decay of the substrate line. At a given $r$, the length that sets the thickness thus passes from $L_B$ to $L_A$ as the film grows. This supposes that $R_\infty$ has been measured. If it is calculated instead, it contains $L_B$ as a factor, and the thin-film result becomes $d\approx R\,S_An_A'L_A'\cos\theta/(S_Bn_B)$. Then $L_B$ cancels, because a very thin film hardly weakens its own line either, and the substrate length $L_A'$ remains.

The same logarithm shows how an error in the ratio reaches the thickness. Its derivative is

$$
\frac{d\ln r}{dx}=k+\frac{e^{-x}}{1-e^{-x}}=k+\frac{1}{e^x-1},
$$

and since $\delta d=L_B\cos\theta\,\delta x$, a small relative error $\delta r/r$ gives

$$
\delta d=\frac{L_B\cos\theta}{k+1/(e^x-1)}\;\frac{\delta r}{r}.
$$

For a thick film this tends to $L_A\cos\theta\,\delta r/r$. The equation stays well behaved, but the relative error of the substrate intensity grows when that signal sinks into the noise. Uniqueness is a property of the equation and does not promise a precise measurement.

### Closed forms and the cost of assuming equal lengths

For $k=1$ the clean-line equation reads $r=e^x-1$, so $x=\ln(1+r)$. This is the familiar equal-length formula.

For $k=1/2$ it reads

$$
r=e^{x/2}-e^{-x/2}=2\sinh\frac{x}{2},
\qquad\text{so}\qquad x=2\,\operatorname{arsinh}\frac r2 .
$$

Take $L_B=1.5$ nm, $L_A=3.0$ nm, normal emission and $r=2$. Then

$$
d=2\,(1.5\ \text{nm})\operatorname{arsinh}1=2.644\ \text{nm},
$$

or 49.97 bohr. The equal-length formula with $L_B$ for both lines gives $1.5\ln3=1.648$ nm, which is 38% below the solution with unequal lengths. With $L_A$ for both lines it gives $3.0\ln3=3.296$ nm, which is 25% above it.

The two estimates enclose the solution for a general reason. At fixed $d$, let $L_B<L_A$ and write $\ell=\cos\theta$ for brevity. Replacing $L_A$ by $L_B$ in $e^{d/(L_A\ell)}$ enlarges the calculated ratio, so a smaller thickness suffices to reach the given $r$. Replacing $L_B$ by $L_A$ in $1-e^{-d/(L_B\ell)}$ reduces the calculated ratio, so a larger thickness is needed. If $L_B>L_A$, both statements are reversed. In either case the solution lies between $L_B\cos\theta\ln(1+r)$ and $L_A\cos\theta\ln(1+r)$.

### Two numbers that are not two solutions

For other values of $k$ the clean-line equation may be solved by iteration. Multiply $re^{-kx}=1-e^{-x}$ by $e^x$ to get $re^{(1-k)x}=e^x-1$, and solve for the $x$ on the right:

$$
x=T(x),\qquad T(x)=\ln\left[1+re^{(1-k)x}\right].
$$

One inserts a trial value into $T$, obtains the next, and repeats. Near the root, each step multiplies the error by the slope of $T$. That slope is

$$
T'(x)=\frac{(1-k)\,re^{(1-k)x}}{1+re^{(1-k)x}} .
$$

At the root, $re^{(1-k)x}=e^x-1$, and the denominator equals $e^x$. Hence

$$
T'(x)=(1-k)\left(1-e^{-x}\right).
$$

For $0<k\le2$ its magnitude is below one, and the iteration converges from nearby starting values. For $k>2$ the root repels when $(k-1)(1-e^{-x})>1$. This means $e^{-x}<(k-2)/(k-1)$, or

$$
x>\ln\frac{k-1}{k-2}.
$$

What happens then can be followed from the start $x_0=0$. Let $\bar x$ be the root. For $k>1$ the function $T$ falls, so applying it twice gives a rising function that also leaves $\bar x$ fixed. Since $x_2>0=x_0$, the iterates $x_0,x_2,x_4,\dots$ rise, and they stay below $\bar x$. The iterates $x_1,x_3,\dots$ fall and stay above $\bar x$. Both sequences converge. They cannot converge to $\bar x$, because two steps multiply a small distance from it by $T'(\bar x)^2>1$. The iteration therefore ends by alternating between two values, one on each side of the root.

Take $L_B=3.0$ nm, $L_A=1.0$ nm and a true thickness of 4.000 nm at normal emission. Then $k=3$, $x=1.3333$ and $r=40.206$. The stability limit is $\ln2=0.6931$, and the slope at the root is $-1.4728$. Started at zero, the iteration settles on 0.0776 nm and 11.0045 nm. Put back into the clean-line equation, these give ratios $r$ of about 0.028 and $6\times10^4$, far from 40.206. They are faults of the method and not film thicknesses. Bisection between the two equal-length estimates avoids the trouble, since $f$ rises and the root lies between them.

## Second half: a line shared by film and substrate

### Symbols and results carried over

Lengths $L_B$ and $L_A$ are the attenuation lengths of the two lines in the film, and $L_A'$ is that of line A in the substrate. Line B comes from the film alone. The slanted thickness is $x=d/(L_B\cos\theta)$, and $k=L_B/L_A$. The measured ratio $R=I_B/I_A$ is scaled as $r=R/R_\infty$, where $R_\infty$ is the thick-film B intensity over the bare-substrate A intensity. The constant $c=n_AL_A/(n_A'L_A')$ is the thick-film A intensity over the bare-substrate A intensity. The thickness equation is

$$
r=f(x)=\frac{1-e^{-x}}{c+(1-c)e^{-kx}} .
$$

For $c=0$ it has one solution for each $r>0$. We now let $c$ be positive.

### How the ratio can turn back

As the film grows from zero to a very large thickness, the A intensity, in units of the bare-substrate value, goes from 1 to $c$. If $c<1$ it falls, and the earlier argument still holds: the numerator rises, the denominator falls, and the ratio rises. If $c>1$ both intensities rise, and their ratio may do either.

The approach to the thick-film limit shows what decides. Write $\eta=(c-1)/c$, so that the denominator is $c(1-\eta e^{-kx})$. For large $x$, use $1/(1-u)\approx1+u$ with $u=\eta e^{-kx}$, and drop products of small exponentials:

$$
f(x)\approx\frac1c\left[1-e^{-x}+\frac{c-1}{c}\,e^{-kx}\right].
$$

The term $-e^{-x}$ is the B signal still missing from its final value. The other term says that the A signal, too, has yet to reach its final value, which makes the ratio larger. If $c>1$ and $k<1$, the second exponential dies more slowly. It also outlasts every dropped term, although for $k<1/2$ the dropped term in $e^{-2kx}$ is itself larger than $e^{-x}$ at large $x$. The sign of the approach is therefore set by $e^{-kx}$ alone. The ratio then approaches $1/c$ from above, though it began at zero. It must have passed through a maximum.

In physical terms, $k<1$ means $L_A>L_B$. The B signal saturates first. Line A is collected from greater depth, so it goes on gaining from the thickening film after B has nearly stopped growing, and the ratio falls.

A line A from the substrate alone gives exactly one thickness for every positive ratio, whereas a line shared with the film makes the ratio pass through a maximum when $c>1$ and $k<1$. It remains to show that there is only one maximum, to find the exact condition for two solutions, and to see how the right one can be selected.
